# Kramers' shear problem: velocity slip of a BGK gas

## Problem

A dilute gas fills the half-space $X>0$ beside a plane wall at rest. The wall re-emits every molecule diffusely, with a Maxwell distribution at the wall temperature $T$. Far away the tangential velocity grows linearly with $X$. Its extrapolation to $X=0$ is not zero: the straight line vanishes at $X=-\ell$, and $\ell$ is the slip length.

The motion is steady, isothermal and slow compared with the thermal speed. Collisions follow the BGK equation with one relaxation time $\tau$,

$$v_x\frac{\partial f}{\partial X}=\frac{f_M-f}{\tau},$$

where $f_M$ is the Maxwell distribution with the local density, velocity and temperature of $f$. Lengths are to be compared with the viscosity-based mean free path

$$\lambda=\frac{\mu}{p}\sqrt{\frac{\pi k_BT}{2m}} .$$

1. Reduce the problem to one velocity variable and find the viscosity $\mu$.
2. Following Maxwell, assume that molecules reaching the wall still have the distribution of the distant gas. What is $\ell/\lambda$? Is the assumption consistent?
3. Find $\ell/\lambda$ from the kinetic equation without that assumption, and the gas velocity at the wall.
4. Nitrogen at 1 Torr and 500 K flows at a mean speed of 2 m/s through a 5 mm gap above a wafer. How much does slip raise the flow at fixed pressure gradient?

## Hints

- **Part 1.** Scale velocities by $v_0=\sqrt{2k_BT/m}$ and lengths by $\tau v_0$. Reversing the $y$ axis reverses the flow.
- **Part 2.** Shear stress cannot depend on $X$. Then take the next moment of the kinetic equation.
- **Part 3.** Integrate along molecular paths to get an integral equation for the velocity. Its Laplace transform at argument $1/c$, divided by $c$, is the distribution arriving at the wall. Factor the transformed kernel into parts analytic in the right and left half-planes.
- **Part 4.** Solve for the parabolic profile with the slip condition at both walls.

## Solution

### 1. Reduced equation and viscosity

Let $\mathbf c=\mathbf v/v_0$ and $x=X/(\tau v_0)$, and measure the gas velocity $u$ in units of $v_0$. Write $f=f_0(1+h)$, with $f_0\propto e^{-\mathbf c^2}$ the distribution at rest. Reversing $y$ reverses the imposed shear, so in the linear problem $h$ is odd in $c_y$. Density, temperature and normal velocity are then unperturbed, and $f_M\simeq f_0(1+2c_yu)$. Hence

$$c_x\frac{\partial h}{\partial x}+h=2c_yu .$$

Set $h=2c_yY(x,c)$ with $c=c_x$, and $\varphi(c)=e^{-c^2}/\sqrt\pi$. The velocity is the average of $c_yh$, and the average of $2c_y^2$ is 1, so

$$c\,\frac{\partial Y}{\partial x}+Y=u(x),\qquad u=\int_{-\infty}^{\infty}\varphi Y\,dc. \tag{1}$$

Emitted molecules have no mean tangential velocity: $Y(0,c)=0$ for $c>0$.

Equation (1) has the solution $Y=k(x+\zeta-c)$. Indeed $\int\varphi c\,dc=0$ gives $u=k(x+\zeta)$, and the left side is $kc+k(x+\zeta-c)=k(x+\zeta)$. This is the distant gas, and $\ell=\zeta\tau v_0$.

With $nmv_0^2=2p$, the shear stress is

$$P_{xy}=2p\,\langle c_xc_yh\rangle=2p\int\varphi cY\,dc=-pk,$$

because $\int\varphi c^2dc=\tfrac12$. The dimensionless gradient $k$ is $\tau$ times the physical gradient, so comparison with $P_{xy}=-\mu\,dU/dX$ gives $\mu=p\tau$. Since $\sqrt{\pi k_BT/2m}=(\sqrt\pi/2)v_0$,

$$\lambda=\tfrac{\sqrt\pi}{2}\,\tau v_0=0.886227\,\tau v_0 .$$

The problem is linear, so $k=1$ from here on.

### 2. Maxwell's argument and its inconsistency

Multiply (1) by $\varphi$ and integrate. The two terms without a derivative cancel, so $\int\varphi cY\,dc$ is constant; its distant value is $-\tfrac12$. Multiply instead by $\varphi c$:

$$\frac{d}{dx}\int\varphi c^2Y\,dc=-\int\varphi cY\,dc=\frac12 .$$

The distant solution fixes the integration constant, so $\int\varphi c^2Y\,dc=(x+\zeta)/2$ at every $x$.

At the wall only arriving molecules contribute. With $Y_-(c)=Y(0,-c)$ for $c>0$, the two moments become

$$\int_0^\infty\varphi cY_-\,dc=\frac12,\qquad \zeta=2\int_0^\infty\varphi c^2Y_-\,dc. \tag{2}$$

Both are exact within the model. The half-range integrals of $\varphi c$, $\varphi c^2$ and $\varphi c^3$ are $1/(2\sqrt\pi)$, $1/4$ and $1/(2\sqrt\pi)$.

Maxwell's assumption is $Y_-=\zeta+c$. The first relation gives

$$\frac{\zeta}{2\sqrt\pi}+\frac14=\frac12\quad\Rightarrow\quad\zeta=\frac{\sqrt\pi}{2},$$

that is, $\ell=\lambda$. Inserting the same distribution, $\sqrt\pi/2+c$, in the second relation gives

$$\zeta\approx2\left[\frac{\sqrt\pi}{8}+\frac1{2\sqrt\pi}\right]=\frac{\sqrt\pi}{4}+\frac1{\sqrt\pi}=1.0073,$$

or $1.1366\,\lambda$. The two answers differ, so the assumed distribution is not the true one. The distant solution also violates the wall condition, because $\zeta-c$ does not vanish for all $c>0$. A layer must exist in which the gas adjusts.

### 3. Solution with the wall layer

**Integral equation.** For $c>0$, (1) reads $\partial_x(Ye^{x/c})=ue^{x/c}/c$. Integrate from the wall, where $Y=0$. For $c<0$ integrate from infinity, excluding exponential growth:

$$Y=\int_0^x\frac{e^{-(x-s)/c}}{c}u(s)\,ds\ \ (c>0),\qquad Y=\int_x^\infty\frac{e^{-(s-x)/|c|}}{|c|}u(s)\,ds\ \ (c<0).$$

Averaging with $\varphi$ gives

$$u(x)=\int_0^\infty K(x-s)u(s)\,ds,\qquad K(x)=\int_0^\infty\frac{\varphi(c)}{c}e^{-|x|/c}\,dc. \tag{3}$$

At the wall, $Y_-(c)=U(1/c)/c$, where $U(s)=\int_0^\infty e^{-sx}u\,dx$.

**Transform.** Put $u=0$ for $x<0$, and let $v(x)$ denote the right side of (3) there, with $V(s)=\int_{-\infty}^0e^{-sx}v\,dx$. Then $U$ is analytic for $\mathrm{Re}\,s>0$ and $V$ for $\mathrm{Re}\,s<0$. The kernel falls as $\exp[-3(|x|/2)^{2/3}]$ apart from powers, as the maximum of $-c^2-|x|/c$ shows. This is slower than any exponential, so no strip around the imaginary axis is available, but it is faster than any power. The convolution theorem therefore holds for the linearly growing $u$ in the sense of generalised functions. For $s=iq$, $q\ne0$, it relates boundary values: $U+V=\hat KU$, or

$$\Lambda(q)\,U(iq)=-V(iq),\qquad \Lambda=1-\hat K. \tag{4}$$

The transform of $e^{-|x|/c}/c$ is $2/(1+q^2c^2)$, so

$$\hat K=\int_{-\infty}^{\infty}\frac{\varphi\,dc}{1+q^2c^2},\qquad \Lambda=\int_{-\infty}^{\infty}\varphi\,\frac{q^2c^2}{1+q^2c^2}\,dc .$$

Thus $\Lambda$ is even, positive for $q\neq0$, tends to 1 at large $q$, and equals $q^2/2+O(q^4)$ at small $q$.

For a closed form take $q>0$, $a=1/q$ and $I(b)=\int e^{-b(a^2+c^2)}/(a^2+c^2)\,dc$ over all $c$. Then $I'(b)=-\sqrt{\pi/b}\,e^{-ba^2}$ and $I(\infty)=0$. With $b=w^2/a^2$,

$$I(1)=\int_1^\infty\sqrt{\frac{\pi}{b}}\,e^{-ba^2}db=\frac{2\sqrt\pi}{a}\int_a^\infty e^{-w^2}dw=\frac{\pi}{a}\,\mathrm{erfc}\,a .$$

Since $\hat K=(a^2/\sqrt\pi)\,e^{a^2}I(1)$,

$$\Lambda=1-\sqrt\pi\,a\,\mathrm{erfcx}(a),\qquad \mathrm{erfcx}(a)=e^{a^2}\mathrm{erfc}\,a. \tag{5}$$

**Factorisation.** For $\mathrm{Re}\,s>0$ define

$$\ln X(s)=-\frac1\pi\int_0^\infty\frac{s\ln\Lambda(q)}{s^2+q^2}\,dq=-\frac1{2\pi}\int_{-\infty}^{\infty}\frac{\ln\Lambda(q)}{s-iq}\,dq .$$

The two forms agree because $\Lambda$ is even. Let $s=\varepsilon+iq_0$ with $\varepsilon\to0^+$. The real part of $1/(s-iq)$ is $\varepsilon/[\varepsilon^2+(q-q_0)^2]\to\pi\delta(q-q_0)$, so $|X(iq_0)|^2=1/\Lambda(q_0)$. As $X(s^*)=X(s)^*$,

$$X(iq)X(-iq)=\frac1{\Lambda(q)},$$

both values being limits from the right half-plane. Equation (4) becomes

$$\frac{U(iq)}{X(iq)}=-V(iq)X(-iq).$$

The left side continues analytically to $\mathrm{Re}\,s>0$. The right side continues to $\mathrm{Re}\,s<0$ as $-V(s)X(-s)$. They form one function $E(s)$, analytic except possibly at $s=0$.

**Behaviour of $X$ near zero.** Write $\Lambda=g\,q^2/(1+q^2)$, so that $g(0)=\tfrac12$ and $g(\infty)=1$. The elementary factor needs

$$J(b)=\frac1\pi\int_0^\infty\frac{s\ln(b^2+q^2)}{s^2+q^2}\,dq=\ln(b+s).$$

To see this, differentiate: $J'(b)=(2bs/\pi)\int_0^\infty dq/[(b^2+q^2)(s^2+q^2)]=1/(b+s)$, while $J\to\ln b$ at large $b$. This factor contributes $J(1)-J(0)=\ln[(1+s)/s]$ to $\ln X$, and

$$X(s)=\frac{1+s}{s}\exp\left[-\frac1\pi\int_0^\infty\frac{s\ln g}{s^2+q^2}\,dq\right].$$

Split $\ln g=-\ln2+\ln(2g)$. The constant gives a factor $\sqrt2$, since $\int_0^\infty s\,dq/(s^2+q^2)=\pi/2$. The rest is $O(q^2)$ at small $q$, so $s^2$ may be dropped from its denominator to leading order:

$$X=\sqrt2\left[\frac1s+1-\frac1\pi\int_0^\infty\frac{\ln(2g)}{q^2}\,dq+o(1)\right]. \tag{6}$$

**Fixing the solution.** We seek $u=x+\zeta-d(x)$, where the defect $d$ tends to zero and both $d$ and $d'$ are integrable. Then $U=1/s^2+\zeta/s+O(1)$ near zero. One integration by parts gives $U=O(1/|s|)$ at infinity. For $x<0$ and $u\geq0$, $v$ rises monotonically from zero to a finite value, so $V$ also falls as $1/|s|$. It is finite at $s=0$. Since $X\to1$ at infinity, $E$ vanishes there and has at most a simple pole at zero. By Liouville's theorem $E=C/s$. Near zero, $U/X\simeq(1/s^2)/(\sqrt2/s)$, so $C=1/\sqrt2$ and

$$U(s)=\frac{X(s)}{\sqrt2\,s}. \tag{7}$$

At large $s$, $sU\to u(0)$, hence

$$u(0)=\frac1{\sqrt2}.$$

At small $s$, the coefficient of $1/s$ in (7) is $\zeta$. By (6),

$$\zeta=1-\frac1\pi\int_0^\infty\frac{\ln(1+q^2)+\ln(2\Lambda/q^2)}{q^2}\,dq .$$

Integration by parts gives $\int_0^\infty\ln(1+q^2)\,dq/q^2=\int_0^\infty2\,dq/(1+q^2)=\pi$, which cancels the 1. With $t=1/q$ and (5),

$$\boxed{\zeta=-\frac1\pi\int_0^\infty\ln\left[2t^2\left(1-\sqrt\pi\,t\,\mathrm{erfcx}\,t\right)\right]dt=1.016191}$$

and therefore

$$\boxed{\frac{\ell}{\lambda}=\frac{1.016191}{0.886227}=1.1466 .}$$

A separate solution of (1), with 100 discrete speeds in each direction and no factorisation, also gives $\zeta=1.016191$ and $u(0)=0.70711$.

**Where the extra slip comes from.** Put $u=s+\zeta-d(s)$ in the path integral for $Y_-$:

$$Y_-(c)=\zeta+c-\delta(c),\qquad \delta(c)=\int_0^\infty\frac{e^{-s/c}}{c}d(s)\,ds .$$

The first relation in (2) then yields

$$\zeta=\frac{\sqrt\pi}{2}+2\sqrt\pi\int_0^\infty\varphi c\,\delta(c)\,dc .$$

The first term is Maxwell's. The second is the effect of last collisions inside the wall layer, where the gas is slower than the extrapolated line. For a given extrapolated line, arriving molecules therefore bring less tangential momentum than Maxwell's distribution would, so the line must be raised to carry the same stress.

The computed defect is 0.3091 at the wall, 0.0803 at $x=\lambda$ and 0.0189 at $3\lambda$, in units of the gradient times $\tau v_0$. Relative to the extrapolated wall velocity these are 30%, 8% and 2%. The slip condition describes the outer profile; it does not give the gas velocity in this layer.

### 4. Flow above a wafer

Take a viscosity of 26 µPa s and a molecular mass of 28 u. Then $v_0=544.9$ m/s and

$$\tau=\frac{\mu}{p}=\frac{26\times10^{-6}}{133.3}\ \text{s}=0.195\ \text{µs},\qquad \tau v_0=106.3\ \text{µm}.$$

Thus $\lambda=94.2$ µm and $\ell=1.0162\times106.3=108.0$ µm. The Knudsen number $\lambda/H$ is 0.0188 for $H=5$ mm, so the wall layers occupy a small part of the gap.

For a pressure gradient of magnitude $G$, $\mu U''=-G$. The slip conditions are $U=\ell U'$ at $y=0$ and $U=-\ell U'$ at $y=H$. Therefore

$$U=\frac{G}{2\mu}\left[y(H-y)+\ell H\right],\qquad \bar U=\frac{GH^2}{12\mu}\left(1+\frac{6\ell}{H}\right).$$

At fixed pressure gradient, slip multiplies the flow by

$$1+\frac{6\times0.1080}{5}=1.130 .$$

Maxwell's slip length would give 1.113. The 15% difference in slip length changes the flow by 1.5%.

At the stated mean speed the wall shear rate is

$$\gamma=\frac{GH}{2\mu}=\frac{6\bar U}{H(1+6\ell/H)}=\frac{2400}{1.1296}\ \text{s}^{-1}=2125\ \text{s}^{-1}.$$

The extrapolated slip velocity is $\gamma\ell=0.229$ m/s. The gas touching the wall moves at $\gamma\tau v_0/\sqrt2=0.160$ m/s.

The half-space result ignores the curvature of the profile and the second wall. A BGK solution of the whole channel, at the same pressure gradient, gives 1.1324 instead of 1.1296, a difference of 0.2%. The gas velocity at the wall is corrected more, by about 1%, to 0.161 m/s at the stated mean speed. When $H$ becomes comparable with $\lambda$, the layers overlap and the slip formula loses its basis.

**Neglected effects.** The numbers are rough, illustrative values for nitrogen carrying a little HfCl₄ vapour across a 300 mm wafer. Full diffuse reflection is an assumption: with 10% specular reflection the BGK slip length rises by 20.8%, and the flow factor goes from 1.130 to about 1.157. One per cent of HfCl₄ (320 u) shortens $\lambda$, computed with the mean mass at fixed viscosity, by 4.8%. The slip length changes less, because momentum exchange with the wall grows as $\sum_i x_i\sqrt{m_i}$, where $x_i$ are the mole fractions: Maxwell's argument, with both species moving at the same velocity, gives a reduction of 2.3%. This is only an estimate: with the wall layer included, a two-species BGK model with one common relaxation time gives about 1.3%. Both figures ignore any difference between the relaxation times of the two species and the change of viscosity on mixing, which can itself be of order 1%. The pressure falls by 5.0% along the wafer, so $\ell$ grows by about as much downstream. Inertia is weak: the Reynolds number is 0.35, and multiplied by $H/L=5/300$ it is 0.006. Linearisation is safe, with $\bar U/v_0\approx0.004$ and $\gamma\tau=4.1\times10^{-4}$. None of this describes transport inside submicrometre trenches on the wafer, which are far narrower than $\lambda$.

## Two variations

### A. A partly specular wall

Let a fraction $\sigma$ of the molecules be re-emitted diffusely and the rest reflected specularly, so $Y(0,c)=(1-\sigma)Y_-(c)$ for $c>0$. How does the slip length change?

The outgoing molecules now enter both moments, with opposite sign in the first and equal sign in the second:

$$\sigma\int_0^\infty\varphi cY_-\,dc=\frac12,\qquad \zeta=2(2-\sigma)\int_0^\infty\varphi c^2Y_-\,dc .$$

Maxwell's choice $Y_-=\zeta+c$ in the first gives

$$\zeta_M=2\sqrt\pi\left(\frac1{2\sigma}-\frac14\right)=\frac{\sqrt\pi}{2}\,\frac{2-\sigma}{\sigma}.$$

Using $Y_-=\zeta_M+c$ in the second gives the improved estimate

$$\zeta\approx(2-\sigma)\left[\frac{\sqrt\pi}{4}\,\frac{2-\sigma}{\sigma}+\frac1{\sqrt\pi}\right].$$

For $\sigma=0.9$ this is 1.216, which is 20.8% above its value 1.0073 at $\sigma=1$. The discrete-velocity solution gives the same percentage; Maxwell's factor alone gives 22.2%. As $\sigma\to0$ both estimates grow as $\sqrt\pi/\sigma$: a wall that exchanges little tangential momentum needs a large slip velocity to sustain a given stress.

### B. A collision rate that depends on speed

Replace the single rate by $\nu(|\mathbf c|)$, in units of $1/\tau$:

$$c_x\frac{\partial h}{\partial x}=-\nu\,(h-2c_yw),$$

with $w(x)$ chosen to conserve momentum. Estimate the change of slip length at fixed viscosity.

Let $b=1/\nu$. The distant solution is $h=2c_y(x+\zeta)-2c_xc_yb$, with $w=x+\zeta$. Keeping $\mu=p\tau$ requires $\langle c_x^2c_y^2b\rangle=\tfrac14$, so that $\langle c_xc_yh\rangle=-\tfrac12$ as before. Multiply the equation by $c_xc_yb$ and average. The $w$ term vanishes by parity, leaving

$$\frac{d}{dx}\langle c_x^2c_yb\,h\rangle=-\langle c_xc_yh\rangle=\frac12,\qquad \langle c_x^2c_yb\,h\rangle=\frac{x+\zeta}{2}.$$

For molecules arriving at a diffuse wall, take $h=2c_y(A+|c_x|b)$. The stress condition is $A/(2\sqrt\pi)+\tfrac14=\tfrac12$, so $A=\sqrt\pi/2$ whatever the form of $b$. Maxwell's result is thus unchanged throughout this family of models. The second moment gives

$$\zeta\approx\frac{\sqrt\pi}{4}+4\,\langle|c_x|^3c_y^2b^2\rangle_{c_x<0},$$

where the average keeps the full normalisation but includes arriving molecules only. For $b=1$ the last term is $1/\sqrt\pi$, as in part 2.

For hard spheres the rate is proportional to the mean relative speed,

$$\nu\propto\frac{e^{-c^2}}{\sqrt\pi}+\left(c+\frac1{2c}\right)\mathrm{erf}\,c,\qquad c=|\mathbf c| .$$

The estimate then falls by 3.8% relative to constant $\nu$. If the same percentage applied to the full BGK result, $\ell/\lambda$ would be about 1.10. This sizes the sensitivity to the collision law; it is not a solution of the Boltzmann equation for hard spheres. The value 1.1466 thus belongs to the BGK model with a fully diffuse wall.

## Computed results

```
HALF-SPACE PROBLEM (lengths in tau*v0 unless stated)
slip length, analytic integral: 1.016191
slip length, discrete velocities: 1.016191
mean free path lambda: 0.886227
slip length / lambda: 1.14665
Maxwell estimate / lambda: 1.00000
next-moment estimate: 1.00730
next-moment estimate / lambda: 1.13662
wall velocity, discrete velocities: 0.70711
wall velocity, 1/sqrt(2): 0.70711
arriving momentum flux (should be 0.5): 0.500000
second-moment identity for slip length: 1.016191
velocity defect at x = 0 lambda: 0.3091
velocity defect at x = 1 lambda: 0.0803
velocity defect at x = 3 lambda: 0.0189
EXAMPLE: INPUTS (rough typical values)
pressure: 1.0 Torr
temperature: 500 K
molecular mass: 28 u
viscosity: 26 uPa s
gap: 5.0 mm
length along flow: 300 mm
mean gas speed: 2.0 m/s
EXAMPLE: RESULTS
thermal speed v0: 544.9 m/s
relaxation time tau: 0.1950 us
length unit tau*v0: 106.27 um
mean free path: 94.18 um
Knudsen number lambda/gap: 0.0188
slip length, BGK: 107.99 um
wall shear rate: 2125 1/s
extrapolated slip velocity: 0.2294 m/s
gas velocity at wall: 0.1597 m/s
flow gain over no slip, BGK slip: 1.1296
flow gain, Maxwell slip: 1.1130
EXAMPLE: NEGLECTED EFFECTS
flow gain, kinetic solution of channel: 1.1324
slip change, 90% diffuse wall: +20.8 %
slip change, hard-sphere rate (estimate): -3.8 %
pressure drop / pressure: 5.0 %
HfCl4 mass used: 320 u
HfCl4 mole fraction: 1 %
slip change from mean mass: -4.8 %
Reynolds number: 0.35
shear rate times tau: 4.14e-04
```
